\section*{Why the DIIS Matrix Becomes Ill-Conditioned, and What QR Preserves}

\section{Two nearly parallel residuals}

Suppose that an iteration has produced two residual vectors,
\begin{equation}
r_1=\begin{pmatrix}1\\ \delta\end{pmatrix},\qquad
r_2=\begin{pmatrix}1\\ -\delta\end{pmatrix},\qquad 0<\delta\ll1 .
\end{equation}
DIIS, the direct inversion in the iterative subspace, seeks the combination $c_1r_1+c_2r_2$ of smallest norm with $c_1+c_2=1$. The first component of the combination is then 1 whatever the coefficients are, and the second is $\delta(c_1-c_2)$. The minimum is at $c_1=c_2=\tfrac12$.

The usual route works with the matrix of scalar products $B_{ij}=r_i^Tr_j$:
\begin{equation}
B=\begin{pmatrix}1+\delta^2&1-\delta^2\\1-\delta^2&1+\delta^2\end{pmatrix}.
\end{equation}
Its eigenvectors $(1,1)^T$ and $(1,-1)^T$ have eigenvalues $2$ and $2\delta^2$. The ratio is $1/\delta^2$, although the residuals differ by an amount of order $\delta$. Let $u\approx1.1\times10^{-16}$ be the unit roundoff of double precision. If $\delta^2<u/2$, all four entries are stored as 1. The equations then say only that $c_1+c_2=1$, and the coefficients are undetermined.

In this basis the residuals themselves still hold the answer. Their difference is $r_2-r_1=(0,-2\delta)^T$, and
\begin{equation}
r_2-\gamma(r_2-r_1)=\begin{pmatrix}1\\-\delta+2\delta\gamma\end{pmatrix}
\end{equation}
is shortest at $\gamma=\tfrac12$. A number $\delta=10^{-9}$ is stored without difficulty; it is $1\pm\delta^2$ that loses it. This relies on the vectors being aligned with the axes. In a rotated basis every stored entry is of order one and carries a rounding error of order $u$. An error $\varepsilon$ of the difference along the common direction of the residuals shifts $\gamma$ by about $\varepsilon/4\delta^2$, which for $\delta=10^{-9}$ can exceed one. The stored residuals then no longer determine $c_1=c_2=\tfrac12$, whatever solver is used.

Losing the coefficients is not the same as losing the small residual. With $c=(\tfrac12+t,\tfrac12-t)$ the squared norm is $1+4\delta^2t^2$, which hardly changes for moderate $t$. The two kinds of damage must be weighed separately.

\section{The general problem and the square}

Let the residual be linear in the unknown, $r(x)=b-Ax$, with real vectors. This is the leading-order description of a smooth self-consistent problem close to its solution. If $\sum_ic_i=1$, then
\begin{equation}
r\Big(\sum_i c_ix_i\Big)=b\sum_ic_i-A\sum_ic_ix_i=\sum_ic_ir_i ,
\end{equation}
which is why the coefficients must sum to one. Collect $m\ge2$ residuals of length $n\ge m$ as columns of $R$, set $B=R^TR$, and let $\mathbf 1$ be the vector of ones. Norms of vectors and matrices are 2-norms unless marked otherwise. Stationarity of $c^TBc-2\lambda(\mathbf1^Tc-1)$ gives
\begin{equation}
Bc=\lambda\mathbf1,\qquad \mathbf1^Tc=1. \label{eq:diis}
\end{equation}
Since $B$ is positive semidefinite, the stationary point is a minimum. Multiplying the first equation by $c^T$ shows that $\lambda=\|Rc\|^2=\rho^2$, where $\rho$ is the smallest attainable norm.

Write the singular value decomposition $R=U\Sigma V^T$, with $\sigma_1\ge\dots\ge\sigma_m$. Because $U^TU=I$,
\begin{equation}
B=V\Sigma U^TU\Sigma V^T=V\Sigma^2V^T .
\end{equation}
The eigenvalues of $B$ are $\sigma_i^2$. For full column rank,
\begin{equation}
\kappa(B)=\frac{\sigma_1^2}{\sigma_m^2}=\kappa(R)^2 . \label{eq:square}
\end{equation}
This identity does not say why $\kappa(R)$ should be large. Three candidates are the small size of all residuals, their unequal sizes, and their alignment.

The constraint used here is $\mathbf1^Tc=1$. An RMM-DIIS eigensolver that imposes normalisation of the combined orbital has a different constrained problem, to which (\ref{eq:square}) applies but the elimination used below does not.

\section{First contribution: all residuals are small}

Multiply every residual by $s$. Then $B$ becomes $s^2B$, its condition number is unchanged, and (\ref{eq:diis}) has the same $c$ with $\lambda$ replaced by $s^2\lambda$. Convergence as mere shrinkage does not make $B$ ill-conditioned.

It does affect the bordered matrix in which (\ref{eq:diis}) is commonly written,
\begin{equation}
M_s=\begin{pmatrix}s^2B&\mathbf1\\\mathbf1^T&0\end{pmatrix}.
\end{equation}
Applied to the last unit vector, $M_s$ gives a vector of norm $\sqrt m$. Applied to $(z,0)^T$ with $\|z\|=1$ and $\mathbf1^Tz=0$, it gives a norm of at most $s^2\|B\|$. Therefore
\begin{equation}
\kappa(M_s)\ge\frac{\sqrt m}{s^2\|B\|} .
\end{equation}
In a numerical test with four well-separated residuals, changing $s$ from 1 to $10^{-4}$ left $\kappa(B)=6.66$ but raised the bordered condition number from $9.4$ to $1.2\times10^8$. The coefficients agreed within the test tolerance of $10^{-6}$. Dividing $B$ by its largest entry removes this artefact.

\section{Second contribution: the sizes differ}

The largest singular value is at least the longest column norm, and the smallest is at most the shortest. Hence
\begin{equation}
\kappa(B)\ge\left(\frac{\max_i\|r_i\|}{\min_i\|r_i\|}\right)^2 .
\end{equation}
A history that spans several orders of magnitude thus gives a large $\kappa(B)$. To see whether this matters, write $R=\hat RS$, where $S$ is diagonal with entries $s_i=\|r_i\|$ and $\hat R$ has unit columns. Then $B=S\hat BS$. To leading order in $u$, rounding a scalar product of length $n$ gives an error
\begin{equation}
|E_{ij}|\le nu\,\|r_i\|\,\|r_j\| , \label{eq:entry}
\end{equation}
so $S^{-1}ES^{-1}$ has entries of at most $nu$, whatever the sizes. If $\hat B=\hat L\hat L^T$, the Cholesky factor of $B$ is $S\hat L$: the scale factors pass through the factorisation. To first order, the relative error of the scaled coefficients $Sc$ is bounded by a modest multiple of $u\,\kappa(\hat B)$, in which the spread in $S$ does not appear. This is an upper bound. A second bound, for $c$ itself, is derived below; it is of the same order for the two residuals of the first section and grows more slowly in the damped model.

A test used independent random residuals multiplied by $1,10^{-3},10^{-6},10^{-9}$. Here $\kappa(B)=1.3\times10^{18}$, yet Cholesky gave $c$ with an error below $10^{-10}$ relative to $\|c\|$. That norm is dominated by the coefficient of the smallest residual, so the test does not certify the relative accuracy of the other coefficients.

\section{Third contribution: the directions align}

Now let the history consist of damped steps $x_{k+1}=x_k+\beta r_k$. Substitution gives
\begin{equation}
r_{k+1}=b-Ax_k-\beta Ar_k=(I-\beta A)r_k .
\end{equation}
Take $A$ symmetric, with orthonormal modes $q_j$ and eigenvalues $a_j$. Assume that the contraction factors $g_j=1-\beta a_j$ are distinct, $1>g_1>g_2>\dots>0$, and that every mode has an initial amplitude $w_j\ne0$. Then
\begin{equation}
r_k=\sum_jw_jg_j^kq_j . \label{eq:modes}
\end{equation}
All residuals turn towards $q_1$, the slowest mode. What distinguishes them is carried by modes that die faster.

To find the singular values of the window $R_k=[r_k,\dots,r_{k+m-1}]$, use mode coordinates. The matrix elements are $w_jg_j^k\,g_j^{i-1}$, with $i=1,\dots,m$. Let $e_p$ be the sum of all products of $p$ different $\sigma_i^2$. It equals the sum of the principal $p\times p$ minors of $B_k$. The Cauchy--Binet formula writes each of these as a sum of squared minors of $R_k$:
\begin{equation}
e_p=\sum_{|C|=p}\ \sum_{|S|=p}\Big(\prod_{j\in S}w_j^2g_j^{2k}\Big)
\big(\det[g_j^{i-1}]_{j\in S,\,i\in C}\big)^2 .
\end{equation}
Here $C$ selects columns and $S$ selects modes. For large $k$ the set $S=\{1,\dots,p\}$ dominates. Its weight does not vanish, because for $C=\{1,\dots,p\}$ the determinant is a Vandermonde determinant of distinct numbers. Thus $e_p$ behaves as a constant times $(g_1\cdots g_p)^{2k}$.

The largest product in $e_p$ is $\sigma_1^2\cdots\sigma_p^2$, and there are $\binom mp$ products, so
\begin{equation}
\sigma_1^2\cdots\sigma_p^2\le e_p\le\binom mp\sigma_1^2\cdots\sigma_p^2 .
\end{equation}
Dividing the results for $p$ and $p-1$ shows that $\sigma_p$ stays between fixed multiples of $g_p^k$. Successive singular values therefore separate, the largest product takes over $e_p$, and $\sigma_p/g_p^k$ tends to a constant. It follows that
\begin{equation}
\frac{\kappa(R_{k+1})}{\kappa(R_k)}\to\frac{g_1}{g_m},\qquad
\frac{\kappa(B_{k+1})}{\kappa(B_k)}\to\left(\frac{g_1}{g_m}\right)^2 .
\label{eq:growth}
\end{equation}
In this model $B$ approaches singularity geometrically without reaching it in exact arithmetic.

The growth law belongs to linear damped steps. Steps accelerated by DIIS have another history, for which (\ref{eq:square}) holds but (\ref{eq:growth}) has not been shown. In a nonlinear problem, quadratic corrections can leave terms of order $g_1^{2k}$. If $g_m<g_1^2$, these outlast mode $m$ and may alter the smallest singular value. The model used below has $g_1^2=0.81$, larger even than $g_2=0.8$, so its growth factors and its results at large $k$ describe a strictly linear iteration; even a weak quadratic term changes the growth of $\kappa(R)$ once $k$ is large enough.

\section{Singular matrix or singular equations?}

Eliminate the constraint by
\begin{equation}
c=e_m-D\gamma,\qquad D=[e_2-e_1,\dots,e_m-e_{m-1}] . \label{eq:elim}
\end{equation}
Each column of $D$ sums to zero, so $\mathbf1^Tc=1$ for every $\gamma$. With $\Delta R=RD$, whose columns are $r_{i+1}-r_i$, the problem is
\begin{equation}
\min_\gamma\|r_m-\Delta R\,\gamma\| . \label{eq:ls}
\end{equation}

The matrix $T=[D,e_m]$ is triangular with diagonal entries $\pm1$, so $(\det T)^2=1$. Also $T^T\mathbf1=e_m$. Changing basis with $T$ in the bordered matrix $M=M_{s=1}$ gives
\begin{equation}
\det M=\det\begin{pmatrix}D^TBD&D^TBe_m&0\\e_m^TBD&B_{mm}&1\\0&1&0\end{pmatrix}
=-\det(\Delta R^T\Delta R) .
\end{equation}
The last row and last column each have a single nonzero entry; expanding along them produces the minus sign. The DIIS equations are singular when $\Delta R$ loses column rank, which is a stronger condition than singularity of $B$.

The determinant identity does not require $n\ge m$, and the residuals $(1,0)$, $(0,1)$, $(1,1)$ show the difference. Here $\det B=0$, but $\det M=-1$, and $c=(1,1,-1)$ gives zero residual: a singular $B$ accompanies complete success. For $(1,0)$, $(1,1)$, $(1,2)$ both determinants vanish. The dependence $r_1-2r_2+r_3=0$ has coefficients that sum to zero and can be added to $c$ without any effect on the residual.

The same connection exists for a nearly singular $B$. Since $1=\mathbf1^Tc\le\sqrt m\,\|c\|$, we have $\rho\ge\sigma_m\|c\|\ge\sigma_m/\sqrt m$. If $v$ is the unit right singular vector for $\sigma_m$ and $\mathbf1^Tv\ne0$, the trial choice $c=v/(\mathbf1^Tv)$ gives an upper bound:
\begin{equation}
\frac{\sigma_m}{\sqrt m}\le\rho\le\frac{\sigma_m}{|\mathbf1^Tv|} .
\end{equation}
Unless $v$ nearly sums to zero, a small $\sigma_m$ means that a very small residual is available.

Differencing cannot greatly worsen the conditioning. The matrix $D^TD$ is tridiagonal with 2 on the diagonal and $-1$ beside it. Its eigenvectors have components $\sin(ij\pi/m)$ and its eigenvalues are $4\sin^2(j\pi/2m)$, $j=1,\dots,m-1$. Hence
\begin{equation}
\kappa(\Delta R)\le\kappa(D)\kappa(R)=\cot\!\Big(\frac{\pi}{2m}\Big)\kappa(R) ,
\end{equation}
with a factor of 2.41 for $m=4$. In the damped model $\kappa(\Delta R)$ grows more slowly than $\kappa(R)$. Differencing multiplies $w_j$ by $g_j-1$ and leaves $m-1$ columns, so the growth factor is $g_1/g_{m-1}$.

\section{What rounding does on each route}

Let $\sigma=\sigma_{\min}(\Delta R)$ and define the amplification
\begin{equation}
K=\frac{\|R\|}{\sigma} .
\end{equation}

\subsection{Forming $B$}

Multiplying $Bc=\lambda\mathbf1$ by $D^T$ gives $D^TBc=0$. Suppose that $B+E$ is stored instead of $B$. The new solution $c-D\,\delta\gamma$ satisfies
\begin{equation}
D^T(B+E)(c-D\,\delta\gamma)=0 .
\end{equation}
Dropping the product $E\,\delta\gamma$ and using $D^TBD=\Delta R^T\Delta R$, we find
\begin{equation}
\delta\gamma=(\Delta R^T\Delta R)^{-1}D^TEc .
\end{equation}
By (\ref{eq:entry}), $\|E\|\le nu\|R\|_F^2\le nmu\|R\|^2$, where $F$ marks the Frobenius norm. Since $\|D\|<2$ and $\delta c=-D\,\delta\gamma$,
\begin{equation}
\frac{\|\delta c\|}{\|c\|}\le\frac{\|D\|^2\|E\|}{\sigma^2}\le4nm\,uK^2 . \label{eq:berr}
\end{equation}
This holds to first order, while the right-hand side is small. The error arises when $B$ is formed, so an exact solver applied afterwards would inherit it.

\subsection{QR on the differences}

Factor $\Delta R=QT_R$, with orthonormal columns in $Q$ and $T_R$ upper triangular, and solve $T_R\gamma=Q^Tr_m$. No product $\Delta R^T\Delta R$ is formed. Householder QR is backward stable: the computed $\gamma$ solves a problem with data $\Delta R+F$ and $r_m+f$, where $\|F\|$ and $\|f\|$ are modest multiples of $u\|\Delta R\|$ and $u\|r_m\|$. The subtraction of stored residuals has a relative error of at most $u$ per entry, and $F$ can include it.

Let $d=r_m-\Delta R\gamma$ be the minimal residual vector, so that $\Delta R^Td=0$ and $\|d\|=\rho$. The perturbed condition, to first order, is
\begin{equation}
F^Td+\Delta R^T(f-F\gamma-\Delta R\,\delta\gamma)=0 ,
\end{equation}
and therefore
\begin{equation}
\|\delta\gamma\|\le\frac{\|f\|+\|F\|\|\gamma\|}{\sigma}+\frac{\|F\|\rho}{\sigma^2} . \label{eq:qrerr}
\end{equation}
For fixed $m$, $\|\gamma\|$ is bounded by a multiple of $\|c\|$, because $D\gamma=e_m-c$ and $\|c\|\ge1/\sqrt m$. The first term thus gives a relative error of order $uK$. The second contains $\sigma^{-2}$: QR does not remove the square from every least-squares problem. It is subordinate when $\rho$ is at most comparable with $\sigma\|c\|$.

The damped model meets this condition for large $k$. Choose coefficients such that $p(z)=\sum_ic_iz^{i-1}$ vanishes at $g_1,\dots,g_{m-1}$ and $p(1)=1$. By (\ref{eq:modes}) the remaining residual is of order $g_m^k$, so $\rho$ is no larger than that order, while $\sigma$ is of order $g_{m-1}^k$. Their ratio tends to zero.

\section{Weighing the contributions in a model}

Take eight modes with dielectric eigenvalues $a_j=1,2,\dots,8$, damping $\beta=0.1$, and all $w_j=1$. All quantities are dimensionless. The factors are $g_j=0.9,0.8,\dots,0.2$. With $m=4$, the predicted growth per step is $0.9/0.6=1.5$ for $\kappa(R)$ and $0.9/0.7=1.286$ for $\kappa(\Delta R)$. The numerical check gives these values at $k=60$.

Both routes receive the same residuals, stored in double precision, and are compared with an extended-precision solution for those data. On the $B$ route only the formation of $B$ is rounded; the equations are then solved in extended precision. Errors of $c$ are relative to $\|c\|$.

\begin{center}
\begin{tabular}{rccccc}
$k$ & $\kappa(R)$ & $K$ & error, $B$ & error, QR & $\|Rc_B\|/\rho$\\
0 & $3.0\times10^{2}$ & $1.1\times10^{2}$ & $4\times10^{-13}$ & $4\times10^{-16}$ & 1.0\\
20 & $3.2\times10^{6}$ & $9.3\times10^{4}$ & $5\times10^{-10}$ & $6\times10^{-14}$ & 1.0\\
40 & $1.0\times10^{10}$ & $1.4\times10^{7}$ & $7\times10^{-3}$ & $1\times10^{-11}$ & 3.1\\
60 & $3.5\times10^{13}$ & $2.1\times10^{9}$ & $1.1$ & $4\times10^{-11}$ & $9.8\times10^{3}$
\end{tabular}
\end{center}

At $k=60$, $\kappa(B)=1.2\times10^{27}$. Scaling the columns to unit length leaves $\kappa(R)$ at $3.4\times10^{13}$, so unequal sizes contribute little. The cause lies in the directions. The sine of the angle between $r_k$ and the slowest mode has fallen from 0.94 to $8.5\times10^{-4}\approx(g_2/g_1)^{60}$. This angle measures only the second mode; $\kappa(R)$ follows the fourth, with $(g_1/g_4)^{60}\approx3.7\times10^{10}$. The smallest eigenvalue of $B$, divided by the largest, should be $8.3\times10^{-28}$; after rounding it is $-1.9\times10^{-17}$. In this run the stored matrix is no longer positive semidefinite. The rounded value is noise of order $10^{-17}$, and its sign depends on the order in which the scalar products are summed.

The estimate $uK^2$ is $1.1\times10^{-16}(1.4\times10^7)^2\approx0.02$ at $k=40$, against an observed error of $0.007$. It is a bound up to a constant, not a prediction for a single window: at $k=20$ it is about $10^{-6}$, while the observed error is only $5\times10^{-10}$. At $k=60$ it is about 500, so the first-order analysis has failed. Fits over $k=8$ to 36 give error exponents in $K$ of 1.96 for $B$ and 0.96 for QR. Individual rounding errors scatter, and other dense orthonormal bases for the modes shift these fits by up to about 0.4, so they should be read as consistent with 2 and 1. These values refer to residuals stored in a dense basis; if they are stored in the mode basis itself, the $B$ exponent stays near 2 but the QR error hardly grows with $K$. The QR errors lie well below $uK$, and between $k=40$ and 60 they grow much less than $K$. The bound permits this but does not explain it.

The coefficients reveal what is lost. For large $k$, a residual as small as $g_4^k$ requires $p(z)$ to vanish at the three slowest factors:
\begin{align}
p(z)&=\frac{(z-0.9)(z-0.8)(z-0.7)}{(0.1)(0.2)(0.3)}\nonumber\\
&=\frac{z^3-2.4z^2+1.91z-0.504}{0.006} .
\end{align}
This gives $c=(-84,\,318.3,\,-400,\,166.7)$, in agreement with the extended-precision solution at $k=60$. Since $p(0.6)=-1$, the fourth mode leaves $0.6^{60}=4.9\times10^{-14}$, which is the computed $\rho$.

In this run the rounded $B$ gives $c=(29.27,\,-62.38,\,24.76,\,9.35)$ instead; the individual values change completely with the order of summation, while $p(0.7)$ stays of order one. At $z=0.7$ its polynomial is
\begin{equation}
29.27-43.67+12.13+3.21=0.94 ,
\end{equation}
so the third mode is hardly reduced. It contributes $0.94\times0.7^{60}\approx4.8\times10^{-10}$, which accounts for the attained norm $9.8\times10^3\rho$.

This failure is relative to the optimum. The window starts at $\|r_{60}\|=1.8\times10^{-3}$, and its newest residual has norm close to $0.9^3\times1.8\times10^{-3}=1.3\times10^{-3}$, so even the spoiled coefficients improve on the newest residual by a factor of about $2.7\times10^6$. A numerically singular $B$ may still give a useful step while missing a much better one.

Taking differences is not sufficient by itself. When $\Delta R^T\Delta R$ was formed at $k=60$, the coefficient error was about 0.5, because that product squares $\kappa(\Delta R)$.

QR preserves only what the residuals contain. Noise of relative size $\eta$ in $R$ has $\|F\|$ of order $\eta\|R\|$. It produces a coefficient error of order $\eta K$ through the first term of (\ref{eq:qrerr}) and of order $\eta K\rho/(\sigma\|c\|)$ through the second, which is subordinate only when $\rho$ is at most comparable with $\sigma\|c\|$, as in the damped model at large $k$. At $k=20$, noise with $\eta=10^{-10}$ shifted the QR coefficients by $4\times10^{-6}$, below $\eta K=9\times10^{-6}$. Comparing $\eta K$ with $uK^2$ gives a criterion at the level of these estimates: when $K$ is large because the residuals align and $\rho$ is at most comparable with $\sigma\|c\|$, QR has a clear advantage for $\eta\ll uK$. For the two residuals of the first section $\rho\approx\|R\|\|c\|$, so generic noise gives an error of order $\eta K^2$ on both routes, and QR gains nothing unless $\eta\ll u$. The criterion does not apply when $K$ is large only because the sizes differ: in the graded test above $K$ is of order $10^6$, so $uK^2$ is of order $10^{-4}$, yet the $B$ route was accurate to better than $10^{-10}$. For aligned residuals with $\eta$ above $uK$, the same estimates say that the noise in the residuals sets the limit on both routes.

\section*{Computed results}
\begin{verbatim}
All quantities below are dimensionless
Error modes: 8  stored residuals: 4
Damping: 0.1
Dielectric eigenvalues: [1, 2, 3, 4, 5, 6, 7, 8]
Contraction factors: [0.9, 0.8, 0.7, 0.6, 0.5, 0.4, 0.3, 0.2]
det B at k=20: 2.4342e-31
Growth per step of cond R at k=60: 1.500000
Growth per step of cond dR at k=60: 1.285714
Sine of angle to slow mode, k=0: 0.9354
Sine of angle to slow mode, k=60: 8.5280e-04
k=0: cond R 3.047e+02, cond B 9.285e+04
  cond dR 4.820e+01, K 1.100e+02
  ||r_k|| 2.8284e+00, rho 4.0584e-01
  coefficient error: B 4.25e-13, QR 4.20e-16
  attained norm / rho: B 1.0000e+00, QR 1.00000000
k=20: cond R 3.153e+06, cond B 9.942e+12
  cond dR 8.518e+03, K 9.286e+04
  ||r_k|| 1.2212e-01, rho 3.6150e-05
  coefficient error: B 4.69e-10, QR 5.59e-14
  attained norm / rho: B 1.0000e+00, QR 1.00000000
k=40: cond R 1.042e+10, cond B 1.086e+20
  cond dR 1.276e+06, K 1.407e+07
  ||r_k|| 1.4781e-02, rho 1.3367e-09
  coefficient error: B 7.30e-03, QR 1.41e-11
  attained norm / rho: B 3.1293e+00, QR 1.00000000
k=60: cond R 3.465e+13, cond B 1.201e+27
  cond dR 1.944e+08, K 2.143e+09
  ||r_k|| 1.7970e-03, rho 4.8861e-14
  coefficient error: B 1.11e+00, QR 3.82e-11
  attained norm / rho: B 9.8142e+03, QR 1.00000000
Exact c at k=60: [-84.0, 318.333, -400.0, 166.667]
c from rounded B: [29.27, -62.379, 24.762, 9.347]
Smallest/largest eigenvalue, exact B: 8.327e-28
Smallest/largest eigenvalue, rounded B: -1.948e-17
cond R with unit columns, k=60: 3.363e+13
Bounds on rho, k=60: 4.489e-17 to 4.886e-14
Error from difference normal equations, k=60: 4.65e-01
Error exponent in K, k=8 to 36: B 1.956, QR 0.964
Relative residual noise, k=20: 1.0e-10
Resulting QR coefficient shift: 4.00e-06
Common residual scale: 1 to 1.0e-04
cond B: 6.657 to 6.657
cond bordered: 9.399e+00 to 1.229e+08
Graded residual size factors: [1.0, 0.001, 1e-06, 1e-09]
Graded set: cond B 1.316e+18, c error 1.78e-17
Condition of difference matrix D: 2.414214
Planar residual columns: [[1, 0], [0, 1], [1, 1]]
Planar: det B, det bordered: 0 -1
Collinear residual columns: [[1, 0], [1, 1], [1, 2]]
Collinear: det B, det bordered: 0 0
\end{verbatim}
